# Comment on an argument that 1/f noise has infinite measured power

**The argument under review**

The author considers the number $N(t)$ of electrons trapped in the oxide of a Si/SiO$_2$ structure, and reasons as follows. The measured spectrum is $S(f)=A/f$ down to the lowest frequency examined. The variance is the integral of the spectrum, and

$$\int_0^B \frac{A}{f}\,df=\infty .$$

Hence a measurement should return infinite noise power. Since it does not, the $1/f$ law must break down just below the measured range.

The integral does diverge. The question is whether it is the quantity that a measurement of duration $T$ returns. I take $S$ to be one-sided, so that the variance of a stationary signal about its ensemble mean $\mu$ is $\int_0^\infty S\,df$. The signal passes through an ideal low-pass filter of bandwidth $B$, which has been running long before the record starts. To keep every step finite, let the spectrum first be cut off below some $f_L$; the limit $f_L\to0$ is taken afterwards.

**Two different variances**

Let $\bar N$ be the mean of the record. Expanding $N-\mu=(N-\bar N)+(\bar N-\mu)$ and averaging over the record, the cross term vanishes because $N-\bar N$ has zero record average:

$$\frac1T\int_0^T (N-\mu)^2dt=\frac1T\int_0^T (N-\bar N)^2dt+(\bar N-\mu)^2 .$$

The expectation of the left side is the author's integral, $A\ln(B/f_L)$. It does not depend on $T$, and it diverges as $f_L\to0$. An experimenter who has one record does not know $\mu$ and computes the first term on the right. Its expectation, called $V$ below, is the quantity to be found.

Take one Fourier component, $b\cos(2\pi ft+\varphi)$, with random phase $\varphi$. Its mean square is $b^2/2$. Its record mean is

$$\frac{b}{2\pi fT}\left[\sin(2\pi fT+\varphi)-\sin\varphi\right]
=b\,\frac{\sin(\pi fT)}{\pi fT}\cos(\pi fT+\varphi),$$

whose mean square over $\varphi$ is $(b^2/2)\,[\sin(\pi fT)/(\pi fT)]^2$. Subtracting the record mean therefore multiplies the power at $f$ by one minus this squared ratio. In a stationary signal, components of different frequency are uncorrelated, so their contributions to the mean square add:

$$V=A\int_0^B\left[1-\frac{\sin^2(\pi fT)}{(\pi fT)^2}\right]\frac{df}{f}.$$

At small $f$ the bracket is $(\pi fT)^2/3$, so the integrand vanishes in proportion to $f$. The limit $f_L\to0$ has been taken here without harm. A component much slower than the record looks like a constant offset, and the offset has been removed.

**The integral in closed form**

Put $u=2\pi fT$ and $U=2\pi BT$. Then $df/f=du/u$, and $\sin^2(u/2)=(1-\cos u)/2$ gives $V=A\,F(U)$ with

$$F(U)=\int_0^U\left[\frac1u-\frac{2(1-\cos u)}{u^3}\right]du .$$

Integrating the second term by parts twice,

$$\int\frac{2(1-\cos u)}{u^3}du=-\frac{1-\cos u}{u^2}+\int\frac{\sin u}{u^2}du
=-\frac{1-\cos u}{u^2}-\frac{\sin u}{u}+\mathrm{Ci}(u),$$

where $\mathrm{Ci}$ is the cosine integral, with derivative $\cos u/u$. An antiderivative of the full integrand is thus

$$\ln u+\frac{1-\cos u}{u^2}+\frac{\sin u}{u}-\mathrm{Ci}(u).$$

For $u\to0$, $\mathrm{Ci}(u)\to\gamma+\ln u$, with $\gamma$ Euler's constant. The logarithms cancel and the lower limit gives $\tfrac12+1-\gamma$. Hence

$$F(U)=\ln U+\gamma-\tfrac32-\mathrm{Ci}(U)+\frac{\sin U}{U}+\frac{1-\cos U}{U^2}.$$

For $U\gg1$, $\mathrm{Ci}(U)=\sin U/U+O(U^{-2})$, so

$$V\simeq A\left[\ln(2\pi BT)+\gamma-\tfrac32\right].$$

The variance is finite and depends logarithmically on $BT$, the ratio of the bandwidth to the inverse observation time. Both limits are needed: without a bandwidth, or some physical cutoff in its place, the upper end would diverge.

For $U\ll1$, the expansion $1-\cos u=u^2/2-u^4/24+\dots$ reduces the integrand to $u/12$, and $V\simeq AU^2/24$. The logarithm must not be used there. At $BT=0.1$ the closed form gives $V/A=0.0163$, while the logarithmic law gives the impossible value $-1.39$.

The author's second conclusion also falls. All frequencies below $f_L$ together contribute $A\,F(2\pi f_LT)$. For $f_L=0.01/T$ this is $1.6\times10^{-4}A$. Replacing the $1/f$ law there by any smaller spectrum changes $V$ by no more than this. Even all frequencies below $1/T$ together give only $A\,F(2\pi)=0.94A$. A finite record variance is therefore no evidence that the law ends near $1/T$.

**Where the law ends in a tunnelling model of the oxide**

A trap model gives a case in which the ensemble variance is finite. Let a trap capture an electron at rate $r_c$ when empty and emit it at rate $r_e$ when filled. Its mean occupation is $p=r_c/(r_c+r_e)$, and deviations decay with $\tau=1/(r_c+r_e)$. If it is filled at time zero, which has probability $p$, its later occupation probability is $p+(1-p)e^{-t/\tau}$. The correlation function is therefore

$$C(t)=p\left[p+(1-p)e^{-t/\tau}\right]-p^2=p(1-p)e^{-t/\tau},$$

and the one-sided spectrum is

$$4\int_0^\infty C(t)\cos(2\pi ft)\,dt=\frac{4p(1-p)\tau}{1+(2\pi f\tau)^2}.$$

Assume independent traps in equilibrium, with density $n$ per energy and volume, uniform over many $kT$ on both sides of the Fermi level. For a Fermi function $p(1-p)=-kT\,dp/dE$, so the integral over energy is $kT$. With area $a$, the number variance per unit depth is $g=n\,kT\,a$.

Electrons reach a trap at depth $x$ by tunnelling from the silicon, and the model has no gate on the far side of the oxide. In atomic units, under a uniform barrier $\phi$ with effective mass $m$, the wave function decays as $e^{-\kappa x}$ with $\kappa=\sqrt{2m\phi}$, and the probability as $e^{-2\kappa x}$. If this factor alone sets the depth dependence of the rates, and the prefactor $\tau_0$ is taken to be the same for all trap energies,

$$\tau=\tau_0e^{x/\lambda},\qquad \lambda=\frac{1}{2\sqrt{2m\phi}} .$$

Summing over an oxide of thickness $d$, with $dx=\lambda\,d\tau/\tau$ and $\tau_1=\tau_0e^{d/\lambda}$,

$$S(f)=4g\lambda\int_{\tau_0}^{\tau_1}\frac{d\tau}{1+(2\pi f\tau)^2}
=\frac{g\lambda}{f}\,\frac2\pi\left[\arctan(2\pi f\tau_1)-\arctan(2\pi f\tau_0)\right].$$

When $2\pi f\tau_1\gg1\gg2\pi f\tau_0$ the bracket is close to $\pi/2$, and $S=A/f$ with $A=g\lambda$. Over all frequencies the variance is $gd$, the sum of the trap variances, and it is finite because the oxide is.

Within the band, neglect the $\tau_0$ term and set $W=2\pi B\tau_1\gg1$. The ensemble variance is $A(2/\pi)\int_0^W\arctan w\,dw/w$. Above $w=1$ write $\arctan w=\pi/2-\arctan(1/w)$. The second piece, with $v=1/w$, cancels the integral from 0 to 1 up to a term of order $1/W$. What remains is $A\ln(2\pi B\tau_1)$, so $2\pi\tau_1$ now does the work of $1/f_L$.

**Numbers for a model oxide**

Take $\phi=3$ eV, $m=0.5$, $d=60$ Å, $a=10^{10}$ Å$^2$, $n=10^{-7}$ per eV Å$^3$, a temperature of 300 K, $\tau_0=10^{-10}$ s and $B=10^6$ Hz. These are round model parameters. Then $\lambda=0.797$ Å, and with $kT=0.02585$ eV,

$$g=10^{-7}\times0.02585\times10^{10}=25.85\ \text{per Å},\qquad
A=25.85\times0.797=20.6 ,$$

where $A$ and all variances below are in electrons squared. For a record of 1 s,

$$V=20.6\,[\ln(2\pi\times10^6)-0.923]=20.6\times14.73\approx303,$$

an rms value of 17.4 electrons. Each further decade of time adds $A\ln10=47.4$ and brings in another $\lambda\ln10=1.83$ Å of oxide. The depth at which $\tau=T$ is 18.3 Å for this record.

Now extend the record to $3.15\times10^{17}$ s, which is ten thousand million years. This extrapolates the model and predicts nothing about a device. The variance becomes 1133.5 and the rms value 33.7 electrons, larger than at 1 s by factors of 3.7 and 1.9. The depth at which $\tau=T$ is then 50.5 Å, still inside the oxide.

Integrating the full trap spectrum gives variances about 0.01 below the closed law. The neglected $\arctan(2\pi f\tau_0)$ accounts for this: for small argument it removes $A(2/\pi)\int_0^B2\pi\tau_0\,df=4AB\tau_0\approx0.008$.

The thickness separates the two variances clearly. Going from 60 to 80 Å raises the ensemble variance in the band from 1399 to 1916, an increase of $20g=517$. The variance of the 1 s record remains 303.45 to the digits printed. The added traps are frozen during the record and shift only its mean.

**The same result in the time domain**

A check without a filter, and without Fourier components, is available. For one trap of variance $v=p(1-p)$ and $y=T/\tau$, the variance of the record mean is

$$\frac{2}{T^2}\int_0^T(T-t)\,v\,e^{-t/\tau}dt=\frac{2v}{y^2}\left(y-1+e^{-y}\right).$$

The record variance retains the fraction $R(y)=1-2(y-1+e^{-y})/y^2$, which tends to $y/3$ for a slow trap and to 1 for a fast one. Summing over depth with $\tau_1\gg T$ gives $A\int_0^YR(y)\,dy/y$, where $Y=T/\tau_0$. Two integrations by parts, as before, give the antiderivative

$$\ln y+\frac{y-1+e^{-y}}{y^2}+\frac{1-e^{-y}}{y}+E_1(y),$$

with $E_1$ the exponential integral, whose derivative is $-e^{-y}/y$. Since $E_1(y)\to-\gamma-\ln y$ as $y\to0$, the lower limit is again $\tfrac32-\gamma$, and for $Y\gg1$

$$V=A\left[\ln Y+\gamma-\tfrac32+\frac2Y-\frac1{Y^2}\right]$$

up to exponentially small terms. The fastest trap time has taken the place of $1/(2\pi B)$.

Simulated sums of 42 telegraph signals, with $A=0.760$ and $\tau_0$ equal to 4 sampling steps, were averaged over 800 records. For 64, 512 and 4096 steps the variances are $1.553\pm0.031$, $3.014\pm0.041$ and $4.526\pm0.039$, against predictions of 1.498, 2.998 and 4.568. Each agrees within two standard errors. The numerical output lists these values with the others used here.

**Conditions the author should state**

$V$ is an expectation, and single records scatter about it. Its logarithmic growth requires $1\ll BT$ and $T\ll\tau_1$. Once $T\gg\tau_1$, every trap is sampled fully and $V$ saturates at the ensemble variance in the band. Creation of new traps during the record is outside the model. So is lattice relaxation on capture, which in real oxides can add a thermal barrier and spread the trap times at a given depth. The barrier is taken as flat and the mass as constant. A field $E$ in the oxide tilts the barrier to $\phi-eEx$, so that the local $\lambda$, and with it the growth per decade, varies with depth as $(\phi-eEx)^{-1/2}$; at 2 MV/cm and a depth of 19 Å this is a change of 6 to 7%, and the growth is then only roughly logarithmic. A constant mass is also a crude description 3 eV inside the oxide gap. Exchange with a gate is left out too. If a gate with the same barrier and prefactor faced the silicon, the slowest traps would lie in the middle of the oxide, with $\tau\approx\tfrac12\tau_0e^{d/(2\lambda)}$. For the 60 Å oxide this is $1.1\times10^6$ s, and $V$ would saturate for records much longer than that. For shorter records traps would be reached from both faces, so that $A=2g\lambda$ and the record variances of $N$ given above would double.

The logarithm also belongs to the exponent one. For $S=A_\alpha f^{-\alpha}$ with $1<\alpha<3$, the integral with the record mean removed converges at both ends even for $B\to\infty$, and in that limit the substitution $u=2\pi fT$ gives $V\propto T^{\alpha-1}$. The variance is then still finite, but it grows as a power of the observation time. A finite bandwidth with $BT\gg1$ removes the constant $A_\alpha B^{1-\alpha}/(\alpha-1)$, whose relative size falls only as $(BT)^{1-\alpha}$, so for $\alpha$ close to one the pure power is approached slowly.

The claim of infinite measured power should be withdrawn, together with the inference about a nearby cutoff. What the divergent integral does show is that a pure $1/f$ law down to zero frequency gives no finite ensemble variance. In this oxide model without a gate, the finite thickness removes that difficulty, at frequencies far below any that a record can reach.

## Computed results

```
barrier = 3.0 eV, effective mass = 0.5 electron masses
oxide thickness = 60 angstrom, area = 1.0e+10 angstrom^2
trap density = 1.0e-07 per eV angstrom^3
temperature = 300 K, kT = 0.02585 eV
fastest trap time tau0 = 1.0e-10 s, bandwidth B = 1.0e+06 Hz
tunnelling length lambda = 0.7969 angstrom
lambda from Schroedinger integration = 0.7969 angstrom
number variance per depth g = 25.852 per angstrom
1/f amplitude A = 20.601 electrons^2
f S(f) from depth sum at 1 Hz = 20.601 electrons^2
slowest trap time tau1 = 5.014e+22 s
depth per decade of time = 1.835 angstrom
variance per decade of time = 47.43 electrons^2
record variance about record mean (electrons^2), rms (electrons):
 T = 1.0000e-03 s: trap spectrum 161.15, closed law 161.16, rms 12.69
 T = 1.0000e+00 s: trap spectrum 303.45, closed law 303.46, rms 17.42
 T = 8.6400e+04 s: trap spectrum 537.61, closed law 537.62, rms 23.19
 T = 3.1536e+07 s: trap spectrum 659.15, closed law 659.16, rms 25.67
 T = 3.1536e+17 s: trap spectrum 1133.50, closed law 1133.51, rms 33.67
depth where tau = T (angstrom):
 T = 1.0000e-03 s: 12.84
 T = 1.0000e+00 s: 18.35
 T = 8.6400e+04 s: 27.41
 T = 3.1536e+07 s: 32.11
 T = 3.1536e+17 s: 50.46
variance ratio, longest T to 1 s = 3.735
rms ratio, longest T to 1 s = 1.933
total variance, all frequencies = 1551.12 electrons^2
ensemble variance in B, 60 angstrom = 1399.23 electrons^2
ensemble variance in B, 80 angstrom = 1916.27 electrons^2
1 s record variance, 80 angstrom = 303.45 electrons^2
V/A from all f below 0.01/T = 1.645e-04
BT = 0.1: exact V/A = 0.01634, log law = -1.387
constant gamma - 3/2 = -0.9228
simulation: 800 records, 42 traps, A = 0.7600 electrons^2
simulation trap times: 4 to 4e+06 steps
 64 steps: variance 1.553 +/- 0.031, predicted 1.498 electrons^2
 512 steps: variance 3.014 +/- 0.041, predicted 2.998 electrons^2
 4096 steps: variance 4.526 +/- 0.039, predicted 4.568 electrons^2
```
